# Discretization, Chain Length and Truncation in NRG Phase-Shift Conductance Calculations, part 1

(Sections cited here and not found follow in the second part.)

A quantum dot with one spin-degenerate level near the Fermi energy sits between two leads, and its linear conductance is measured far below the Kondo temperature $T_K$. With one electron on the dot the leads screen its spin, and a dot coupled equally to both leads transmits fully. A magnetic field large compared with $T_K$ suppresses the screening and lowers the conductance towards a weak cotunnelling value, and a gate voltage empties or fills the level. At zero temperature and for a given ratio of the lead couplings, all of this is fixed by two numbers, the phase shifts $\delta_\uparrow,\delta_\downarrow$ at the Fermi level. An impurity solver based on the numerical renormalization group (NRG) yields them from a few energy levels, once the user has chosen a discretization parameter $\Lambda$, a chain length $N$, a number of kept states and a bandwidth $D$. Each choice brings an error, and the errors are linked: $\Lambda$, for instance, also decides how many states must be kept.

## Model and conductance formula

The Anderson model is
$$H=\sum_\sigma\epsilon_\sigma n_\sigma+Un_\uparrow n_\downarrow+\sum_{\alpha k\sigma}\epsilon_kc^\dagger_{\alpha k\sigma}c_{\alpha k\sigma}+\sum_{\alpha k\sigma}V_\alpha\,(d^\dagger_\sigma c_{\alpha k\sigma}+\text{h.c.}),$$
with $\epsilon_\sigma=-U/2+x-\sigma B/2$ and $\sigma=\pm1$. Here $x$ is the gate detuning, $B=g\mu_B\times$field acts on the dot, the leads $\alpha=L,R$ have flat bands of half-width $D$ and density $\rho=1/2D$, and $\Gamma_\alpha=\pi\rho V_\alpha^2$. Energies are in units of $\Gamma=\Gamma_L+\Gamma_R$, counted from the Fermi level, and $k_B=1$.

The dot couples to the combination $(V_Lc_L+V_Rc_R)/V$ with $V^2=V_L^2+V_R^2$. The orthogonal combination is absent from the coupling, so the solver needs one bath. Dyson's equation reads $G_\sigma(z)=[z-\epsilon_\sigma-V^2g(z)-\Sigma_\sigma(z)]^{-1}$, with $g$ the local bath Green function and $V^2g(i0^+)=-i\Gamma$. The central assumption is a Fermi-liquid ground state, that is, a real $\Sigma_\sigma(0)$ and a linear expansion of $\Sigma_\sigma$ about zero. Define $\delta_\sigma\in(0,\pi)$ by
$$\cot\delta_\sigma=\frac{\epsilon_\sigma+\Sigma_\sigma(0)}{\Gamma}.$$
Then $G_\sigma(i0^+)=1/[\Gamma(i-\cot\delta)]=\sin\delta/[\Gamma(i\sin\delta-\cos\delta)]=-e^{i\delta}\sin\delta/\Gamma$. The leads are quadratic and touch the dot through $V_\alpha$, so the lead $T$-matrix is $V_\alpha V_\beta G_\sigma$ and $S_{\alpha\beta}=\delta_{\alpha\beta}-2\pi i\rho V_\alpha V_\beta G_\sigma$. In the coupled channel $S=1+2ie^{i\delta}\sin\delta=e^{2i\delta}$, which has unit modulus: scattering at the Fermi level is elastic and the Landauer formula applies. With $|S_{RL}|^2=4\Gamma_L\Gamma_R|G_\sigma|^2$,
$$G=\frac{e^2}{h}\,\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\sum_\sigma\sin^2\delta_\sigma .$$
The formula fails at finite temperature or bias, where inelastic scattering enters, and for ground states that are not Fermi liquids. In the numerical check, a $U=0$ case with $\Gamma_L=0.7$, $\Gamma_R=0.3$ gives $1.15074\,e^2/h$ from NRG phases and $1.15073\,e^2/h$ from wave matching on tight-binding leads. From here on $\Gamma_L=\Gamma_R$ and $G_0=2e^2/h$.

## The discretization parameter

Each interval $\pm[D\Lambda^{-j-1},D\Lambda^{-j}]$ is replaced by one level at its midpoint that carries the interval's weight:
$$e_j=\tfrac D2(1+\Lambda^{-1})\Lambda^{-j},\qquad w_j=\tfrac12(1-\Lambda^{-1})\Lambda^{-j}.$$
The Lanczos recursion started from $f_0=\sum_j\sqrt{w_j}\,(a_{j+}+a_{j-})$ turns this set into the Wilson chain $\sum_nt_n(f^\dagger_nf_{n+1}+\text{h.c.})$, whose site energies vanish because the levels come in $\pm$ pairs. Its closed form is
$$t_n=\tfrac D2(1+\Lambda^{-1})\Lambda^{-n/2}\frac{1-\Lambda^{-n-1}}{\sqrt{(1-\Lambda^{-2n-1})(1-\Lambda^{-2n-3})}} .$$
For $n=0$ the recursion gives the second moment, $t_0^2=\sum_j2w_je_j^2=\frac{D^2}4(1+\Lambda^{-1})^2(1-\Lambda^{-1})/(1-\Lambda^{-3})$, which agrees with the closed form. The general $n$ is verified rather than derived here. Eliminating sites from the far end gives the site-0 Green function of the chain $0\ldots N$,
$$g_N(z)=\cfrac{1}{z-\cfrac{t_0^2}{z-\cdots-t_{N-1}^2/z}},$$
and the program asserts that for $N=80$ this equals the sum over the levels $\pm e_j$ on the imaginary axis to a relative $10^{-9}$.

A discrete bath has no density of states on the real axis, so the meaning of $\Gamma$ has to be settled. At $T=0$ the expansion of $\Sigma$ in $U$ is built from $[i\omega-\epsilon_\sigma-V^2g(i\omega)]^{-1}$, so the bath enters through $g$ on the imaginary axis. Pairing the levels with $1/(i\omega-e)+1/(i\omega+e)=-2i\omega/(\omega^2+e^2)$ and using $2\omega e/(\omega^2+e^2)=\operatorname{sech}\ln(\omega/e)$ for $\omega>0$,
$$g(i\omega)=-i\,\frac{\Lambda-1}{D(\Lambda+1)}\sum_{j\ge0}\operatorname{sech}(s+jL),\qquad s=\ln\frac{\omega}{e_0},\quad L=\ln\Lambda,$$
because $w_j/e_j$ does not depend on $j$. Extend the sum to all integers and apply Poisson's formula, $\sum_jf(s+jL)=L^{-1}\sum_m\hat f(2\pi m/L)e^{2\pi ims/L}$. The transform $\hat f(k)=\int e^{iky}\operatorname{sech}y\,dy$ follows from the contour closed along $y+i\pi$. There sech changes sign and the exponential gains $e^{-\pi k}$, and the enclosed pole at $i\pi/2$ has residue $e^{-\pi k/2}/i$. So $\hat f\,(1+e^{-\pi k})=2\pi e^{-\pi k/2}$ and $\hat f=\pi\operatorname{sech}(\pi k/2)$. The added terms $j=-p<0$ must be subtracted again. For $\omega\ll D$ each is $2\omega\Lambda^{-p}/e_0$, they sum to $2\omega/[e_0(\Lambda-1)]$, and dividing by the mean $\pi/L$ gives
$$g(i\omega)=-i\pi\rho_\Lambda\Big[1+2\operatorname{sech}\frac{\pi^2}{L}\cos\frac{2\pi s}{L}+\ldots-a\frac{\omega}{D}\Big],\qquad a=\frac{2LD}{\pi e_0(\Lambda-1)},$$
$$\rho_\Lambda=\frac{\Lambda-1}{DL(\Lambda+1)}=\frac1{2DA_\Lambda},\qquad A_\Lambda=\frac{\ln\Lambda}2\,\frac{\Lambda+1}{\Lambda-1}.$$

The chain therefore acts as a continuum of density $\rho_\Lambda$, and the coupling must be $V^2=\Gamma/\pi\rho_\Lambda$. At $\Lambda=4$, $A_\Lambda=1.155$. Leaving it out turns $U/\Gamma=10$ into an effective $11.55$, and the computed $T_K/\Gamma$ halves between $U/\Gamma=10$ and $12$ (from $0.0513$ to $0.0250$). What remains after the correction is a ripple in $\Gamma$, periodic in $\ln\omega$, of relative amplitude close to $4e^{-\pi^2/\ln\Lambda}$. At $\Lambda=4$ the formula gives $3.2370\times10^{-3}$ and the chain shows $3.2395\times10^{-3}$. The $m=2$ term has amplitude $4e^{-2\pi^2/L}\approx(3.237\times10^{-3})^2/4=2.6\times10^{-6}$, the size of the difference.

## The iteration and the kept states

The Hamiltonian $H_N$ of the dot and sites $0\ldots N$ conserves $N_\uparrow$ and $N_\downarrow$, which label its blocks. Let $|r\rangle$ be the eigenstates before a site is added, $f_\sigma$ the last old site ($d_\sigma$ at the first step, where $t=V$) and $c_\sigma$ the new one. Take the basis $|r;s\rangle=C_s^\dagger|r\rangle$ with $C^\dagger_s=1,\;c^\dagger_\uparrow,\;c^\dagger_\downarrow,\;c^\dagger_\uparrow c^\dagger_\downarrow$. Moving $f_\sigma$ past the $n_s$ creators in $C_s^\dagger$ costs $(-1)^{n_s}$, so
$$\langle r';s'|\,t\,c^\dagger_\sigma f_\sigma|r;s\rangle=t\,(-1)^{n_s}\langle s'|c^\dagger_\sigma|s\rangle\langle r'|f_\sigma|r\rangle .$$
The local elements are $+1$ except $\langle\uparrow\downarrow|c^\dagger_\downarrow|\uparrow\rangle=-1$, since $c^\dagger_\downarrow c^\dagger_\uparrow=-c^\dagger_\uparrow c^\dagger_\downarrow$. The four hopping blocks thus carry $+t$ ($0\to\uparrow$), $-t$ ($\downarrow\to\uparrow\downarrow$), $+t$ ($0\to\downarrow$) and $(-1)(-1)t=+t$ ($\uparrow\to\uparrow\downarrow$). The diagonal holds the old energies. Each block is diagonalized, with eigenvector components $W^{(s)}_{rm}$. The new operator $c_\sigma$ annihilates $|r\rangle$ and so acts on $s$ with no further sign, and $n_\sigma$ is even in fermion operators:
$$\langle m'|c_\sigma|m\rangle=\sum_{r,s',s}W^{(s')}_{rm'}\langle s'|c_\sigma|s\rangle W^{(s)}_{rm},\qquad \langle m'|n_\sigma|m\rangle=\sum_{s,r',r}W^{(s)}_{r'm'}\langle r'|n_\sigma|r\rangle W^{(s)}_{rm}.$$
Without truncation this is a change of basis. On a four-site test with $U\ne0$ it reproduces the full Jordan–Wigner spectrum to $6\times10^{-15}$.

The space grows fourfold per site, so high states are dropped. For large $n$ the last hopping is $\omega_N=\frac D2(1+\Lambda^{-1})\Lambda^{-(N-1)/2}$ and the next is smaller by $\sqrt\Lambda$. To first order it mixes a state at excitation energy $E_{\rm cut}$ into the low states with amplitude of order $\omega_{N+1}/E_{\rm cut}$. A larger $\Lambda$ shrinks that hopping relative to the existing levels, so truncation favours large $\Lambda$ while the ripple favours small $\Lambda$.

The position of the cut needs its own rule. At early steps $B\ll\omega_N$, and the members of a spin multiplet are split by far less than their distance to other levels. A cut at a fixed count can keep the $\uparrow$ member and drop the $\downarrow$ member. The kept space is then not symmetric under spin reversal, so the two phases can differ even at $B=0$. The algorithm here sorts all energies and cuts in the largest gap between the 140th and the 180th state, which keeps multiplets whole as long as a gap between multiplets lies in that window. The size of the error from a careless cut was not computed.

## Reading the phase shift, and the chain length

On the finite chain the Lehmann representation puts the poles of $G_\sigma$ at the energies for adding or removing a spin-$\sigma$ electron. The lowest are $E=+E_p=E_0(N_\sigma+1)-E_0$ and $E=-E_h=E_0-E_0(N_\sigma-1)$, taken to have nonzero overlap with $d^\dagger_\sigma$ or $d_\sigma$ acting on the ground state. At a pole the Dyson denominator vanishes:
$$E-\epsilon_\sigma-\Sigma_\sigma(E)=V^2g_N(E).$$
Expand $\Sigma_\sigma(E)=\Sigma_\sigma(0)+(1-1/z)E$, so that the left side is $E/z-\Gamma\cot\delta_\sigma$. Divide by $\Gamma=\pi\rho_\Lambda V^2$ and set $\tilde\Gamma=z\Gamma$:
$$\frac{g_N(E)}{\pi\rho_\Lambda}=-\cot\delta_\sigma+\frac{E}{\tilde\Gamma}+c\,\frac{\omega_N}{\tilde\Gamma}.$$
The last term allows for the shift of $\Sigma_\sigma(0)$ on a finite chain, which misrepresents the bath in a window $|\omega|\lesssim\omega_N$; $c$ is assumed to be of order one. Since $E\sim\omega_N$, both corrections vanish as $N$ grows, and the working formula is
$$\cot\delta_\sigma=-\frac{g_N(E)}{\pi\rho_\Lambda}.$$

Take $N$ even. The bare chain then has an odd number of sites and a spectrum symmetric about zero, hence a zero mode and a pole of $g_N$ at $E=0$. Between neighbouring poles $g_N=\sum_jw'_j/(E-e'_j)$ falls monotonically from $+\infty$ to $-\infty$, because every weight $w'_j$ is positive. So the particle level in $(0,e'_1)$ and the hole level in $(-e'_1,0)$ each map one-to-one onto $\delta\in(0,\pi)$. For odd $N$, $g_N(0)=0$, and at $\delta=\pi/2$ the level sits at zero energy and the ground state is degenerate.

The term in $c$ is common to particle and hole. Subtracting the two conditions and using $d\delta=-\sin^2\!\delta\;d\cot\delta$,
$$\delta^{(p)}-\delta^{(h)}\simeq\sin^2\!\delta\;\frac{E_p+E_h}{\tilde\Gamma}.$$
This gap is available in every run and falls by a factor $\Lambda$ per two sites. The term in $c$ cancels from it but not from the phases, so the gap estimates their error only as long as $c$ is of order one. At $U=10$, $x=0$, $B=0.1$ it is $1.04$ rad at $N=12$, where $\omega_N=0.15$ exceeds $T_K$ and the expansion does not hold. It is $0.0637$, $0.00366$, $0.00022$ and $0.00001$ rad at $N=16,20,24,28$, and the ratio $0.00366/0.00022\approx17$ is close to $\Lambda^2=16$. The phases quoted below are the mean of the two readings.

The phase shifts, and with them the zero-temperature conductance, can now be read from the lowest particle and hole levels of the chain, and the gap between the two readings estimates their error as long as $c$ is of order one. What remains is to check the phases against the dot occupation, to extract the Kondo scale, and to work through an example that guides the choice of $\Lambda$, $N$, the kept states and $D$.
